# Comment on using bare ionic potential derivatives for scattering in metals

The argument under comment computes the phonon-limited resistivity of a simple metal in three steps. It takes the band energies from a self-consistent calculation. It takes the derivative of the ionic pseudopotential with respect to an ion's position as the scattering perturbation. It inserts both into the Boltzmann equation. Two reasons are offered: the electrons' screening is already contained in the bands, and any screening left out would be a constant that can be absorbed into one fitted coupling strength.

Both reasons need examination. I keep the phonons and the thermal displacements fixed throughout, so that the perturbation alone is in question.

## What the derivative omits

In mean field a carrier moves in \(V=V_{\rm ion}+V_{\rm H}[n]\), where \(V_{\rm H}\) is the Hartree potential energy of the electron density \(n\). The equilibrium bands do contain \(V_{\rm H}\). Scattering, however, comes from the change of \(V\) when an ion moves by \(u\), and the density moves too:

\[
\frac{dV(\mathbf r)}{du}=\frac{\partial V_{\rm ion}(\mathbf r)}{\partial u}+\int v(\mathbf r-\mathbf r')\,\frac{dn(\mathbf r')}{du}\,d^3r' .
\]

The argument keeps the first term. Screening of the undisplaced crystal says nothing about the second. In a finite-displacement calculation the distinction is practical: subtracting two converged potentials gives both terms, while displacing the ion with the density frozen gives the first alone.

## A lattice model that can be solved

Let electrons hop between nearest neighbours of a simple cubic lattice of spacing \(h\), with \(t=\hbar^2/2mh^2\) and

\[
E_{\mathbf k}=2t\sum_{\alpha}(1-\cos k_\alpha h).
\]

At small \(k\) this is \(\hbar^2k^2/2m\). The sites are a discretization of space, finer than the ionic crystal. The undisplaced ions are smeared into a uniform neutralizing background, so the unperturbed states are plane waves on the sites. For wavevectors in the lattice's Brillouin zone the interaction and the potential energy of an electron near an ion are

\[
v(q)=\frac{4\pi e^2}{q^2},\qquad w(q)=-\frac{4\pi e^2}{q^2}\cos(qr_c),
\]

where \(e^2=1.44\) eV nm includes \(1/4\pi\epsilon_0\) and \(r_c\) is the radius of an empty ion core.

An ion displaced by \(\mathbf u\) has the potential \(w(\mathbf r-\mathbf u)\simeq w-\mathbf u\cdot\nabla w\). Since \(\nabla\) becomes \(i\mathbf q\), the bare derivative is

\[
\mathbf M(\mathbf q)=-i\mathbf q\,w(q),\qquad |\mathbf M|=\frac{4\pi e^2}{q}|\cos(qr_c)| .
\]

**Response of the electrons.** Let the total potential change be \(V\), still unknown. The equilibrium one-electron density matrix is a function of the Hamiltonian and commutes with it. To first order this reads \([H_0,\rho_1]+[V,\rho_0]=0\). Its element between \(\mathbf k'=\mathbf k+\mathbf q\) and \(\mathbf k\) is

\[
(E_{\mathbf k'}-E_{\mathbf k})\rho_1+V_{\mathbf q}(f_{\mathbf k}-f_{\mathbf k'})=0
\;\Rightarrow\;
\rho_1=\frac{f_{\mathbf k}-f_{\mathbf k'}}{E_{\mathbf k}-E_{\mathbf k'}}V_{\mathbf q},
\]

with \(f\) the Fermi function; for equal energies the quotient is its limit \(\partial f/\partial E\). Summing over \(\mathbf k\) and two spins in a volume \(\Omega\) gives \(\delta n(\mathbf q)=\chi_0(\mathbf q)V(\mathbf q)\), with

\[
\chi_0(\mathbf q)=\frac{2}{\Omega}\sum_{\mathbf k}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}} .
\]

The chemical potential does not shift at first order, because the perturbation has no \(q=0\) component.

**Self-consistency.** The total change contains the Hartree potential of the density it induces:

\[
V=V_{\rm ion}+v\,\delta n=V_{\rm ion}+v\chi_0V
\;\Rightarrow\;
V=\frac{V_{\rm ion}}{\varepsilon},\qquad \varepsilon=1-v\chi_0 .
\]

The carriers therefore see \(\mathbf M/\varepsilon\). Because \(f\) decreases with energy, every term of \(\chi_0\) is negative. Since \(v>0\), it follows that \(\varepsilon(\mathbf q)>1\) for every \(\mathbf q\neq0\). Within linear Hartree theory the bare derivative thus overestimates each golden-rule probability by \(\varepsilon^2\).

This can be confronted with a solution that does not use \(\varepsilon\). I took a periodic cell of \(5\times7\times11\) sites, displaced one ion by \(\pm10^{-4}\) nm along \((1,2,3)\), diagonalized the real-space Hamiltonian and iterated density and potential to self-consistency. The slope of the converged potential differs from the transform of \(\mathbf M/\varepsilon\) by \(1.2\times10^{-6}\), relative to the norm of the latter. Its root-mean-square value over the sites is 10.1 eV/nm, against 13.6 eV/nm for the bare slope. The reduction is modest because more than half of the bare mean square comes from wavevectors above 18 nm\(^{-1}\), where \(\varepsilon\) is close to one. Longer waves are screened far more strongly. Even in a large cell, however, where waves below 6 nm\(^{-1}\) supply about 30% of the bare mean square (28% on a \(63^3\) mesh, converging slowly with cell size), the root-mean-square slope falls only to about 0.7 of the bare one.

## Is the missing factor a constant?

For \(q\to0\), the quotient in \(\chi_0\) tends to \(\partial f/\partial E\), so \(\chi_0\to-N_F\), with \(N_F\) the density of states per volume for both spins. Then \(\varepsilon\to4\pi e^2N_F/q^2\). For a longitudinal displacement wave of ions with density \(n_i\), the potential amplitude per unit displacement is \(n_i|\mathbf M|/\varepsilon\):

\[
n_i\frac{4\pi e^2}{q}\;\longrightarrow\; n_i\frac{4\pi e^2}{q}\,\frac{q^2}{4\pi e^2N_F}=\frac{n_i}{N_F}\,q .
\]

The bare coupling diverges as \(1/q\); the screened one vanishes as \(q\). The charge \(e\) has dropped out. The electrons follow the ionic density to keep the metal locally neutral, and what remains is the potential needed to change their density by \(n_iqu\).

For numbers I use rough sodium-like parameters: a body-centred cubic cell of edge 0.43 nm with one electron per ion, and \(r_c=0.09\) nm. Then \(n_i=2/0.43^3=25.2\) nm\(^{-3}\), and free electrons of this density have \(k_F=9.07\) nm\(^{-1}\) and \(E_F=3.13\) eV. The spacing is a quarter of the edge, \(h=0.1075\) nm, which gives \(t=3.30\) eV. The sums run over \(63^3\) wavevectors with the Fermi function smeared by 0.25 eV, a numerical device. Along [100]:

| \(q\) (nm\(^{-1}\)) | bare (eV/nm) | \(\varepsilon\) | screened (eV/nm) | \(\varepsilon^2\) |
|---|---|---|---|---|
| 0.5 | 909 | 957 | 0.95 | \(9.2\times10^5\) |
| 2 | 224 | 60.6 | 3.70 | 3670 |
| 6 | 65.1 | 7.44 | 8.75 | 55 |
| 12 | 17.9 | 2.44 | 7.33 | 6.0 |
| 18 | 1.24 | 1.45 | 0.86 | 2.1 |

With the lattice value \(N_F=13.2\) eV\(^{-1}\)nm\(^{-3}\), the limiting law gives \(0.5\times25.2/13.2=0.95\) eV/nm in the first row, as found. By \(q=6\) nm\(^{-1}\) it would give 11.4 eV/nm and has failed. The smallness of both couplings in the last row comes from \(\cos(qr_c)\), which has a zero at \(q=\pi/2r_c=17.5\) nm\(^{-1}\).

Between the first and last rows \(\varepsilon^2\) changes by more than five orders of magnitude. A fitted constant can reproduce one resistivity, but it leaves the wrong distribution of scattering angles.

## The overestimate of a resistivity

Transport needs an average over \(q\). Let each ion move independently, with mean-square displacement \(\langle u^2\rangle\) along each axis. The total perturbation is a sum over ions, and for independent displacements the cross terms average to zero. With \(n_i\Omega\) ions and plane waves normalized in \(\Omega\),

\[
\langle|V_{\mathbf k'\mathbf k}|^2\rangle=\frac{n_i\langle u^2\rangle}{\Omega}\left|\frac{\mathbf M(\mathbf q)}{\varepsilon(\mathbf q)}\right|^2 .
\]

The elastic golden-rule rate is \(W_{\mathbf k\mathbf k'}=(2\pi/\hbar)\langle|V_{\mathbf k'\mathbf k}|^2\rangle\,\delta(E_{\mathbf k}-E_{\mathbf k'})\). Write \(D=-\partial f/\partial E\) and let a field \(F\) act along \(x\) on charge \(-e\). With \(\delta f_{\mathbf k}=D_{\mathbf k}\phi_{\mathbf k}\), the steady linear Boltzmann equation is

\[
eFv_xD_{\mathbf k}=-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}D_{\mathbf k}(\phi_{\mathbf k}-\phi_{\mathbf k'}).
\]

I take the trial form \(\phi=-eF\tau v_x\), multiply by \(v_x\) and sum over \(\mathbf k\). Exchanging \(\mathbf k\) and \(\mathbf k'\) and averaging the two forms turns \(v_x(v_x-v_x')\) into \((v_x-v_x')^2/2\). Cubic symmetry allows a sum over the three axes:

\[
\frac1\tau=\frac{\tfrac12\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}D_{\mathbf k}|\mathbf v-\mathbf v'|^2}{\sum_{\mathbf k}D_{\mathbf k}v^2}.
\]

For a sharp spherical Fermi surface the trial form is exact. On the lattice it is a variational estimate: the resistivity it gives is an upper bound to that of the full linear Boltzmann equation, for the bare and the screened coupling alike.

Numerically, \(D_{\mathbf k}\delta(E_{\mathbf k}-E_{\mathbf k'})\) is replaced by \(D_{\mathbf k}D_{\mathbf k'}\), which places both states at the Fermi level within the smearing. The bare rate is the same expression with \(\varepsilon=1\). If \(s_{\mathbf q}\) is the contribution of \(\mathbf q\) to the screened rate, the bare contribution is \(\varepsilon^2s_{\mathbf q}\), and

\[
R=\frac{\tau_{\rm scr}}{\tau_{\rm bare}}=\frac{\sum_{\mathbf q}\varepsilon^2s_{\mathbf q}}{\sum_{\mathbf q}s_{\mathbf q}} .
\]

The overestimate is the mean of \(\varepsilon^2\), weighted by the true Hartree scattering.

For the displacements I use a classical oscillator at 300 K with a quantum \(\hbar\omega=13\) meV and mass \(M_i=23\) u. Equipartition, \(M_i\omega^2\langle u^2\rangle=k_BT\), gives \(\sqrt{\langle u^2\rangle}=0.0167\) nm; the quantum value of \(\langle u^2\rangle\) is 2% larger. The results are

- bare: \(\hbar/\tau=158\) meV, \(\tau=4.2\) fs;
- Hartree-screened: \(\hbar/\tau=11.4\) meV, \(\tau=58\) fs.

Hence \(R=158/11.4\simeq14\). Transfers with \(q<k_F\) supply 64% of the bare rate but 21% of the screened rate, so the bare calculation also misidentifies which collisions limit the current.

The conductivity is \(\sigma=e_{\rm c}^2\tau\,(2/3\Omega)\sum_{\mathbf k}D_{\mathbf k}v^2\), with \(e_{\rm c}\) the charge in coulombs. It gives resistivities of 37 and 2.7 µΩ cm. The velocity sum is common to both and cancels from \(R\).

## A continuum calculation by hand

For a parabolic band, elastic scattering on the Fermi sphere through an angle \(\theta\) has \(q^2=2k_F^2(1-\cos\theta)\). Then \(|\mathbf v-\mathbf v'|^2/2v^2=1-\cos\theta=q^2/2k_F^2\), and the average over directions is \(\tfrac12\int d(\cos\theta)=\int q\,dq/2k_F^2\). Scattering conserves spin, so the final density of states is \(N_F/2\):

\[
\frac{\hbar}{\tau}=2\pi n_i\langle u^2\rangle\frac{N_F}{2}\int_0^{2k_F}\frac{q^3}{4k_F^4}\left|\frac{\mathbf M}{\varepsilon}\right|^2dq .
\]

The bare integral is elementary. With \(Q=2k_F=18.13\) nm\(^{-1}\),

\[
\int_0^Q q\cos^2(qr_c)\,dq=\frac{Q^2}{4}+\frac{Q\sin2Qr_c}{4r_c}+\frac{\cos2Qr_c-1}{8r_c^2},
\]

which is \(82.2-6.1-30.8=45.3\) nm\(^{-2}\). Multiplying by \((4\pi e^2)^2/4k_F^4=327.4/27010\) eV\(^2\)nm\(^6\) gives 0.549 eV\(^2\)nm\(^4\). With the free-electron \(N_F=3n_i/2E_F=12.05\) eV\(^{-1}\)nm\(^{-3}\),

\[
\frac{\hbar}{\tau_{\rm bare}}=2\pi(25.16)(0.01667)^2(6.03)(0.549)\simeq0.145\ {\rm eV}.
\]

For the screened rate \(\chi_0\) is needed at zero temperature. In its second term substitute \(\mathbf k\to-\mathbf k-\mathbf q\); this makes it equal to the first. The angular integral then leaves

\[
\chi_0=-\frac{m}{\pi^2\hbar^2q}\int_0^{k_F}k\ln\left|\frac{q+2k}{q-2k}\right|dk .
\]

The integral equals \(k_Fq/2+\tfrac18(4k_F^2-q^2)\ln|(2k_F+q)/(2k_F-q)|\), as differentiation with respect to \(k_F\) confirms. Since \(N_F=mk_F/\pi^2\hbar^2\), with \(x=q/2k_F\),

\[
\chi_0=-N_F\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right].
\]

Quadrature with this Lindhard function gives 11.7 meV and \(R=12.4\). Refining the lattice spacing to a fifth of the cell edge moves the lattice result from 13.8 to 13.1, towards this value. Reducing the smearing to 0.18 eV at the original spacing gives 14.1, and a sharp Fermi surface gives about 14.5, so the smeared value 13.8 is about 5% low for that lattice. At Hartree level, for independent ions and these parameters, the overestimate is therefore about 12 to 14.5. It depends on the ion core: in the continuum calculation \(r_c=0.08\) nm gives 9.0 and \(r_c=0.10\) nm gives 14.5.

## Correlated ions: no size-independent factor

Independent displacements overstate short waves compared with sound. For classical longitudinal sound of fixed speed, \(\langle|u_q|^2\rangle\propto1/q^2\). The transport integrand then becomes

\[
q^3\,\frac1{q^2}\,\frac{\cos^2(qr_c)}{q^2\varepsilon^2}=\frac{\cos^2(qr_c)}{q\,\varepsilon^2}.
\]

With \(\varepsilon=1\) the integral diverges logarithmically at small \(q\). With screening, \(1/\varepsilon^2\propto q^4\) and it converges. I cut both integrals at \(2\pi/L\), for a sample of size \(L\), and at the Debye wavevector \((6\pi^2n_i)^{1/3}\), thereby omitting umklapp processes. With the Lindhard \(\varepsilon\) the ratio is 93, 181 and 268 for \(L=10\), 100 and 1000 nm. Each decade adds the same 87. Extending both integrals to \(2k_F\) with umklapp included, for equal longitudinal and transverse sound speeds, lowers the ratios to about 54, 103 and 152, but they still grow with \(L\). The factor 14 is thus tied to independent ions; with acoustic correlations the bare rate has no large-sample limit to be corrected.

## Limits of the correct statement

**Exchange and correlation.** A carrier in a density-functional calculation also feels the induced exchange-correlation potential. In the local-density approximation \(v\) is replaced in \(\varepsilon\) by \(v+f_{xc}\), where \(f_{xc}\) is the density derivative of that potential. The exchange potential is \(-e^2k_F/\pi\), and \(dk_F/dn=\pi^2/k_F^2\), so

\[
f_x=-\frac{\pi e^2}{k_F^2}=-v(2k_F).
\]

Local exchange cancels the Hartree kernel at \(q=2k_F\). Correlation, whose potential also deepens with density, moves the cancellation to slightly smaller \(q\). Beyond that point \(\varepsilon<1\), and the bare coupling is too small. The claim "too large at every \(q\)" is therefore a Hartree result. The long-wave limit survives, since \(v\) dominates \(f_{xc}\) there. With the Perdew–Zunger functional the lattice overestimate falls from 13.8 to 7.4. This figure is uncertain by several tenths: it is about 7.7 for a sharp lattice Fermi surface and about 6.9 in the continuum.

**Linearity.** For a displacement of 0.029 nm, the total thermal value \(\sqrt{3\langle u^2\rangle}\), the self-consistent potential in the small cell departs from the linear prediction by 35% of the latter's norm. Nearly all of this lies in the ion itself: the expansion of \(e^{-i\mathbf q\cdot\mathbf u}\) has \(qu\) up to 0.5 at \(q=2k_F\), and more for shorter waves. The nonlinear response of the electrons contributes only about 3%. The 35% is not an error of the rate, because the norm compares potentials for one displacement and also counts waves too short to scatter carriers on the Fermi surface. For the rate, first order replaces the variance of \(e^{-i\mathbf q\cdot\mathbf u}\), which is \(1-e^{-q^2\langle u^2\rangle}\) for Gaussian displacements, by \(q^2\langle u^2\rangle\). With linear screening, restoring the full variance lowers the screened continuum rate by about 2%.

**Static screening.** The phonon quantum is \(2\times10^{-3}\) of \(\hbar v_Fk_F\), and the plasmon quantum is 5.9 eV. For transfers comparable with \(k_F\) the electrons follow the ions closely.

**Sodium.** The measured room-temperature resistivity of sodium is roughly 5 µΩ cm. The bare model value of 37 is far above it, and the Hartree value of 2.7 is below it. Dividing 37 by 7.4 gives 5 with exchange and correlation, but this agreement is accidental. The rate varies as \(1/\omega^2\), and 13 meV is close to sodium's Debye cutoff rather than to a typical phonon quantum. A Debye spectrum with that cutoff has three times the \(\langle u^2\rangle\) used here and, for independent ions in first order, would triple all these model resistivities. Real ions also move in a correlated way, which changes both the rates and their ratio.

## Requested correction

The bare derivative should be replaced by the derivative of the converged self-consistent potential, including exchange and correlation if the bands include them. A single fitted strength should not stand in for it. If the bare result is kept for comparison, the displacement spectrum and the smallest \(q\) sampled must be stated, because the size of the overestimate depends on the spectrum and, for acoustic displacements, on the smallest \(q\) as well.
